\section*{Comment on free carriers and the group index of silicon}

\section{The argument under review}

The argument concerns light of wavelength 1550 nm that crosses a piece of n-type silicon. It runs as follows.

\begin{quote}
Free electrons lower the refractive index $n$. The group index is $n$ plus a dispersion correction, and silicon is nearly transparent and weakly dispersive at this wavelength. The group index therefore falls by about as much as $n$ does. When electrons are added, a pulse arrives earlier, and the resonances of a closed loop move further apart.
\end{quote}

The first sentence is correct for the free-electron response considered here. The inference drawn from it needs examination, because the group index
\begin{equation}
n_g=\frac{d(\omega n)}{d\omega}=n+\omega\frac{dn}{d\omega}
\label{eq:ng}
\end{equation}
contains the slope of $n$ as well as its value. The argument keeps the old slope while it changes the value. Whether this is allowed depends on how the electrons' contribution varies with the angular frequency $\omega$. I first work this out for a uniform medium without collisions, and then ask where the argument's conclusion could survive.

\section{What the electrons do to the index}

Let the field vary as $e^{-i\omega t}$, and let each electron have charge $-e$ and effective mass $m_c$. Without collisions, Newton's law for the displacement $x$ is $m_c\ddot x=-eE$. Two time derivatives give a factor $-\omega^2$, so
\begin{equation}
-m_c\omega^2x=-eE,\qquad x=\frac{eE}{m_c\omega^2}.
\end{equation}
With $N$ electrons per volume, the polarization is
\begin{equation}
P=-Nex=-\varepsilon_0\frac{\omega_p^2}{\omega^2}E,
\qquad \omega_p^2=\frac{Ne^2}{\varepsilon_0m_c}.
\end{equation}
It opposes the field, and this lowers the permittivity. If the rest of the crystal has index $n_0$ and is not altered by the electrons, then
\begin{equation}
n^2=n_0^2-\frac{\omega_p^2}{\omega^2}.
\label{eq:n}
\end{equation}
I take $\omega>\omega_p/n_0$, so that $n$ is real, and for the moment I take $n_0$ to be independent of frequency.

The mass needs a remark. Silicon has six conduction-band valleys, two along each cubic axis, with mass $m_l$ along the valley axis and $m_t$ across it. For a field along one cubic axis, a third of the electrons respond with $m_l$ and two thirds with $m_t$. The response is proportional to the inverse mass, so
\begin{equation}
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).
\end{equation}
The three cubic axes are equivalent, so the total response is isotropic.

Now let $\Delta$ denote the value with electrons minus the value without them, at the same frequency. When the electron term is small compared with $n_0^2$, the square root of \eqref{eq:n} gives
\begin{equation}
\Delta n\simeq-\frac{\omega_p^2}{2n_0\omega^2}.
\label{eq:first}
\end{equation}
This is proportional to $\omega^{-2}$, and therefore $\omega\,d(\Delta n)/d\omega=-2\Delta n=+2|\Delta n|$. Equation \eqref{eq:ng} then gives
\begin{equation}
\Delta n_g\simeq-|\Delta n|+2|\Delta n|=+|\Delta n|.
\end{equation}
The neglected change of slope is twice as large as the change of value and has the opposite sign. The group index rises, to leading order by as much as the phase index falls.

The expansion is not needed. Differentiating \eqref{eq:n} with constant $n_0$ gives
\begin{equation}
2n\frac{dn}{d\omega}=\frac{2\omega_p^2}{\omega^3},
\qquad
n\omega\frac{dn}{d\omega}=\frac{\omega_p^2}{\omega^2}.
\end{equation}
Multiplying \eqref{eq:ng} by $n$ and inserting this result, one finds
\begin{equation}
n\,n_g=n^2+\frac{\omega_p^2}{\omega^2}=n_0^2 .
\label{eq:product}
\end{equation}
Hence
\begin{equation}
\Delta n_g=\frac{n_0^2}{n}-n_0=\frac{n_0}{n}(n_0-n)=\frac{n_0}{n}|\Delta n|.
\label{eq:exact}
\end{equation}
Since $n<n_0$, the rise is larger than the fall, though only slightly while the electron term is small. Near the cutoff $\omega=\omega_p/n_0$ the two are very different: $n$ tends to zero, while $n_g$ grows without limit.

\section{Why the energy slows down}

The same result follows from the energy balance, without differentiating an index. Let $E$ now be the real field amplitude. An electron's velocity amplitude is $eE/(m_c\omega)$. The average of a squared sinusoid is one half, so the mean kinetic energy per volume is
\begin{equation}
u_k=N\,\frac{m_c}{2}\,\frac12\left(\frac{eE}{m_c\omega}\right)^2
=\frac{\varepsilon_0}{4}\frac{\omega_p^2}{\omega^2}E^2 .
\end{equation}
The background, being dispersionless, stores $u_e=\varepsilon_0n_0^2E^2/4$. The magnetic amplitude is $B=nE/c$, so with $\varepsilon_0\mu_0c^2=1$ the magnetic energy is
\begin{equation}
u_m=\frac{B^2}{4\mu_0}=\frac{\varepsilon_0}{4}n^2E^2
=\frac{\varepsilon_0}{4}\left(n_0^2-\frac{\omega_p^2}{\omega^2}\right)E^2 .
\end{equation}
At fixed field amplitude, the magnetic energy lost equals the kinetic energy gained. The sum keeps its old value $\varepsilon_0n_0^2E^2/2$. The energy flux, however, is $EB/(2\mu_0)=\varepsilon_0cnE^2/2$, and it falls with $n$. The speed of energy is flux divided by density:
\begin{equation}
v=\frac{\varepsilon_0cnE^2/2}{\varepsilon_0n_0^2E^2/2}=\frac{cn}{n_0^2}=\frac{c}{n_g}.
\end{equation}
The wave carries the same energy per volume but delivers less of it per second. The crests meanwhile move at $c/n$, which is faster than before.

\section{The numbers for the case in question}

Take $N=10^{18}$ cm$^{-3}$ and a path $L=1$ mm. The masses $m_l=0.92\,m_e$ and $m_t=0.19\,m_e$ are rough values for silicon and give $m_c=0.258\,m_e$. For the background I use one effective resonance,
\begin{equation}
n_0^2=1+\frac{\varepsilon_s-1}{1-(\hbar\omega/E_0)^2},
\label{eq:bg}
\end{equation}
with the model parameters set to $\varepsilon_s=11.7$ and $E_0=4.0$ eV. At 1550 nm this gives $n_0=3.48507$, which is held constant in this section.

The frequencies are $\omega=1.2153\times10^{15}$ rad/s and $\omega_p=1.1100\times10^{14}$ rad/s, so $\omega_p^2/\omega^2=8.342\times10^{-3}$. Equation \eqref{eq:first} gives
\begin{equation}
\Delta n\simeq-\frac{8.342\times10^{-3}}{2\times3.48507}=-1.197\times10^{-3}.
\end{equation}
The slope term is $\omega\,dn/d\omega=+2.395\times10^{-3}$, and the sum is $\Delta n_g=+1.197\times10^{-3}$. By \eqref{eq:exact}, the rise exceeds the fall by 0.034\% of the fall. This digit describes the model; the inputs are not known so well.

The two signs appear in two different arrival times. A component of frequency $\omega$ acquires the phase $\phi=n\omega L/c$. A crest needs the time $\phi/\omega=nL/c$. The envelope of a narrow-band pulse is delayed by $d\phi/d\omega=n_gL/c$, because its components are in step at that time. With $L/c=3336$ fs, the crests arrive earlier by
\begin{equation}
|\Delta n|\frac Lc=1.197\times10^{-3}\times3336\ \mathrm{fs}=3.99\ \mathrm{fs},
\end{equation}
and the envelope arrives 3.99 fs later. I also summed the spectral components of a Gaussian pulse whose intensity has an rms duration of 0.5 ps, each with its own phase from \eqref{eq:n}. The centroid of the resulting intensity is delayed by 3.99 fs relative to the pulse in the electron-free medium.

The claim about the loop has the wrong sign too. If the path is closed and uniformly filled, resonance $m$ satisfies $n\omega L/c=2\pi m$. From one resonance to the next, $n\omega$ must increase by $2\pi c/L$. Over so small an interval this increase is $n_g\,\delta\omega$, so the spacing in ordinary frequency is
\begin{equation}
\delta\nu=\frac{\delta\omega}{2\pi}=\frac{c}{n_gL}.
\end{equation}
Without electrons it is 86.02 GHz. Solving the resonance condition numerically for neighbouring $m$ near 1550 nm shows that the electrons change it by $-29.5$ MHz. The resonances move closer together, at fixed loop length.

The rise and the fall are nearly equal only while the electron term is small. Keeping $n_0$ and $m_c$ fixed and raising the density, one obtains:
\begin{center}
\begin{tabular}{cccc}
$N$ (cm$^{-3}$) & $\Delta n$ & $\Delta n_g$ & $\Delta n_g/|\Delta n|$\\
$10^{19}$ & $-0.0120$ & $+0.0120$ & 1.003\\
$10^{20}$ & $-0.122$ & $+0.126$ & 1.036\\
$10^{21}$ & $-1.53$ & $+2.74$ & 1.787
\end{tabular}
\end{center}
The last row illustrates \eqref{eq:exact} far from the weak limit. It is not a prediction for silicon, where a fixed mass and an unaltered background cannot be assumed at that density.

\section{Does background dispersion rescue the argument?}

The argument appeals to the weak dispersion of silicon. Let $n_0$ now depend on $\omega$, and let $n_{g0}=n_0+\omega\,dn_0/d\omega$ be the group index without electrons. Differentiating \eqref{eq:n} gives
\begin{equation}
n\omega\frac{dn}{d\omega}=n_0\omega\frac{dn_0}{d\omega}+\frac{\omega_p^2}{\omega^2}.
\end{equation}
Adding $n^2=n_0^2-\omega_p^2/\omega^2$ cancels the electron term once more:
\begin{equation}
n\,n_g=n_0^2+n_0\omega\frac{dn_0}{d\omega}=n_0n_{g0},
\qquad
\Delta n_g=\frac{n_{g0}}{n}|\Delta n|.
\end{equation}
For a lossless background with positive $n_{g0}$, the sign is unchanged. The model \eqref{eq:bg} gives $n_{g0}=3.618$, and the ratio of rise to fall becomes $3.618/3.484=1.039$. Background dispersion thus strengthens the rise by about 4\%.

\section{Where the argument would be right}

Here are two situations in which the group index does fall. The first is a low frequency at a low electron density. Let collisions damp the electrons' velocity with time constant $\tau$. The equation of motion becomes $m_c\ddot x=-eE-m_c\dot x/\tau$, so $\omega^2$ in the electron term is replaced by $\omega^2+i\omega/\tau$. Its inverse is
\begin{equation}
\frac{1}{\omega^2+i\omega/\tau}
=\frac{\omega^2-i\omega/\tau}{\omega^4+\omega^2/\tau^2}
=\frac{1-i/(\omega\tau)}{\omega^2+1/\tau^2}.
\end{equation}
For a weak electron term and constant $n_0$, the real part of the index changes by
\begin{equation}
\Delta n=-\frac{\omega_p^2}{2n_0(\omega^2+1/\tau^2)},
\qquad
\omega\frac{d\Delta n}{d\omega}=\frac{2\omega^2}{\omega^2+1/\tau^2}|\Delta n|.
\end{equation}
Adding the two and multiplying numerator and denominator by $\tau^2$ gives
\begin{equation}
\frac{\Delta n_g}{|\Delta n|}=\frac{2\omega^2\tau^2}{\omega^2\tau^2+1}-1
=\frac{\omega^2\tau^2-1}{\omega^2\tau^2+1}.
\end{equation}
The ratio is $0.8$ at $\omega\tau=3$, zero at $\omega\tau=1$ and $-0.6$ at $\omega\tau=0.5$. It tends to $-1$ for $\omega\tau\ll1$, where $\Delta n$ no longer varies with $\omega$ and the argument's reasoning applies. This needs a density so low that $\omega_p^2/\omega^2$ stays far below $n_0^2$; otherwise the square of the imaginary part, dropped in the expansion, also changes the real index. Absorption then outweighs the index change: the imaginary part of the electron term is $1/(\omega\tau)$ times the real part in magnitude. A pulse can be reshaped, and $n_g$ alone need not describe its arrival.

The case under review is far from this regime. A rough mobility $\mu=250$ cm$^2$/Vs gives $\tau=\mu m_c/e=36.7$ fs and $\omega\tau=44.6$. The ratio is then 0.999. The collision rate at optical frequency may differ from the one that sets the mobility, but a rate five times higher still leaves about 0.975. Collisions matter more for the loss. With the rate taken from the mobility, the model's absorption coefficient is 2.2 cm$^{-1}$, or 0.94 dB over the path. This is not a device estimate: empirical fits for n-type silicon at this density give an absorption about four times larger, and an index fall of about $0.9\times10^{-3}$ instead of $1.2\times10^{-3}$.

The second situation is a waveguide with electrons in its core alone, when the confinement of the mode changes quickly with frequency. Consider a slab whose electric field $E(x)$ lies in the plane of the layers (TE), with propagation constant $\beta=n_{\mathrm{eff}}\omega/c$:
\begin{equation}
E''+\frac{\omega^2}{c^2}\varepsilon(x)E=\beta^2E .
\end{equation}
Change $\varepsilon$ by a small $\delta\varepsilon$, multiply the first-order equation by $E$ and integrate over $x$. Two integrations by parts remove the change of the field, since $E$ decays on both sides. What remains is
\begin{equation}
\delta(\beta^2)=\frac{\omega^2}{c^2}\frac{\int\delta\varepsilon\,E^2dx}{\int E^2dx}
=-\frac{\omega_p^2}{c^2}\Gamma,
\qquad
\delta\beta=-\frac{\omega_p^2\Gamma}{2c^2\beta},
\end{equation}
where $\Gamma$ is the fraction of $\int E^2dx$ in the core. The index changes are $\Delta n_{\mathrm{eff}}=c\,\delta\beta/\omega$ and $\Delta n_{g,\mathrm{eff}}=c\,d(\delta\beta)/d\omega$. Since $\delta\beta\propto\Gamma/\beta$ and $d\ln\beta/d\ln\omega=n_{g,\mathrm{eff}}/n_{\mathrm{eff}}$,
\begin{equation}
\frac{\Delta n_{g,\mathrm{eff}}}{|\Delta n_{\mathrm{eff}}|}
=\frac{n_{g,\mathrm{eff}}}{n_{\mathrm{eff}}}-\frac{d\ln\Gamma}{d\ln\omega}.
\label{eq:slab}
\end{equation}
The last term appears because a higher frequency draws the field into the core, where the electrons are.

In a very thin core of thickness $d$ between equal claddings this term wins. The outside field decays as $e^{-q|x|}$. Integrating the mode equation across the core, where $E$ is nearly constant, gives $2q\simeq(\omega^2/c^2)(n_{\mathrm{core}}^2-n_{\mathrm{clad}}^2)d$. Then $\Gamma\simeq d/(1/q)=qd\propto\omega^2$ for dispersionless materials, while $n_{g,\mathrm{eff}}/n_{\mathrm{eff}}\to1$. The ratio tends to $1-2=-1$: the group index falls with the phase index, even without collisions.

Take a silicon slab 220 nm thick, in an oxide whose index is set to 1.444 for the calculation. Its fundamental TE mode is not in that limit. Solving for this mode at 1550 nm, with the core index from \eqref{eq:bg}, gives $n_{\mathrm{eff}}=2.857$, $n_{g,\mathrm{eff}}=3.719$, $\Gamma=0.81$ and $d\ln\Gamma/d\ln\omega=0.426$. Equation \eqref{eq:slab} yields $1.302-0.426=0.876$. Mode solutions with and without $10^{18}$ cm$^{-3}$ electrons in the core also give 0.876, with $\Delta n_{\mathrm{eff}}=-1.18\times10^{-3}$ and $\Delta n_{g,\mathrm{eff}}=+1.04\times10^{-3}$. This sign belongs to that mode and that thickness. The TE ratio passes through zero near a thickness of 78 nm. The fundamental TM mode of the 220 nm slab, to which \eqref{eq:slab} does not apply, has $n_{\mathrm{eff}}=2.06$, $\Delta n_{\mathrm{eff}}=-0.89\times10^{-3}$ and a ratio of about $-1.7$: its group index falls.

\section{Bearing on real devices}

In a waveguide the electrons need not fill the whole region that the light occupies. At $10^{18}$ cm$^{-3}$ and 1550 nm, confinement is the largest correction to the ratio among those computed here: it lowers the ratio to 0.88 for the TE mode of the slab and reverses its sign for the TM mode. A ridge or strip guide, where lateral confinement can lower the ratio further, needs its own mode calculation. The band's departure from a parabola, $E_k(1+\alpha E_k)=\hbar^2k^2/2m$ with a rough $\alpha=0.5$ eV$^{-1}$, multiplies the electron term by 0.94 after a thermal average at 300 K. It reduces both index changes by about 6\% and, to leading order, leaves their ratio alone. Heating can hide the phase effect: with a rough thermo-optic coefficient of $1.8\times10^{-4}$ K$^{-1}$, a rise of 6.7 K cancels $\Delta n$. If that coefficient is independent of frequency, the same heating raises $n_g$ and adds to the electrons' effect. Two omissions are not sized. Electrons also alter the interband transitions behind $n_0$, and a device may use holes, whose coupled valence bands need more than one Drude mass.

I therefore ask that the conclusion be reversed for the uniform medium at 1550 nm, and that any statement about a waveguide be based on a mode calculation with the electrons in place or, for a TE mode of a slab whose core alone holds a weak, uniform electron term with negligible collisions, on \eqref{eq:slab}.
